\section*{Counting Germanium Placements in Nine-Atom Germanium–Tin Tetraanions}

\section{Result}

Place $k$ germanium and $9-k$ tin atoms on the vertices of a rigid monocapped square antiprism to form $[\mathrm{Ge}_k\mathrm{Sn}_{9-k}]^{4-}$. If mirror images count as one species, the number of distinct placements is the coefficient of $x^k$ in
\begin{equation}
Z(x)=\frac{1+x}{8}\left[(1+x)^8+2(1+x^4)^2+(1+x^2)^4+4(1+x)^2(1+x^2)^3\right].
\label{eq:Z}
\end{equation}
For $k=0,\dots,9$ the coefficients are $1,3,8,16,23,23,16,8,3,1$, and their sum is 102. If mirror images are counted separately, the total is 140: 64 achiral placements and 38 enantiomer pairs. These totals include the two pure clusters; the strictly mixed ions number 100 and 138.

\section{Skeleton and conventions}

A nine-atom cluster of group-14 atoms with charge $4-$ has $9\times2+4=22$ skeletal electrons, if each atom keeps one lone pair and gives two electrons to the cage. This is the $2n+4$ count for which the electron-counting rules for clusters suggest the monocapped square antiprism. The charge has no further role here.

Call the cap $c$, the capped square $u_0,\dots,u_3$ and the open square $l_0,\dots,l_3$. Seen along the fourfold axis, $u_i$ lies at angle $90^\circ i$ and $l_i$ at $90^\circ i+45^\circ$. Indices are taken modulo 4. Each $l_i$ touches $u_i$ and $u_{i+1}$.

Two placements are equivalent if a symmetry operation of the \emph{bare} skeleton, with all atoms alike, carries one into the other. Substitution changes bond lengths, but this does not alter the count as long as each placement has exactly one energy minimum, distinct from those of the others. The count contains no energies: it says which isomers are possible, not which are stable.

\section{Derivation}

\subsection{The eight permutations}

The skeleton has 20 contacts: four $c$--$u$, four $u$--$u$, eight $u$--$l$ and four $l$--$l$. Each $u$ atom has five neighbours; $c$ and each $l$ have four. All neighbours of $c$ are five-coordinate, whereas each $l$ also has four-coordinate neighbours. A symmetry operation therefore fixes $c$ and maps the $u$ square to itself. A square has eight symmetries, and each one fixes the image of every $l_i$ through its two $u$ neighbours. There are thus at most eight operations, and the following eight all exist:
\begin{align}
r^m:&\quad u_i\to u_{i+m},\qquad l_i\to l_{i+m},\\
s_m:&\quad u_i\to u_{m-i},\qquad l_i\to l_{m-1-i},\qquad m=0,1,2,3.
\end{align}
The second line is a reflection that sends angle $\theta$ to $90^\circ m-\theta$. For $l_i$ the new angle is $90^\circ m-90^\circ i-45^\circ=90^\circ(m-1-i)+45^\circ$, which explains the index $m-1-i$.

The cycle lengths follow. The identity has nine cycles of length 1. The quarter turns $r$ and $r^3$ fix $c$ and make one 4-cycle of each square. The half turn $r^2$ fixes $c$ and makes two 2-cycles of each square. For a mirror, $u_i$ is fixed if $2i=m$ and $l_i$ is fixed if $2i=m-1$, both modulo 4. One of $m$ and $m-1$ is even, and that condition has two solutions; the other has none. Every mirror thus fixes $c$ and two opposite atoms of one square, and exchanges the other six atoms in three pairs.

\subsection{Burnside's lemma}

Let $G$ be the group and count the pairs $(g,p)$ in which operation $g$ leaves placement $p$ unchanged. Summed over $p$ first, the count is $\sum_g \mathrm{Fix}(g)$. Summed over $g$ first, it is $\sum_p|G_p|$, where $G_p$ is the set of operations that fix $p$. Two operations send $p$ to the same image if and only if they differ by an element of $G_p$, so the orbit $O(p)$ has $|G|/|G_p|$ members. Hence
\begin{equation}
\sum_{g\in G}\mathrm{Fix}(g)=\sum_p\frac{|G|}{|O(p)|}=|G|\sum_{\text{orbits}}\;\sum_{p\in O}\frac1{|O|}=|G|\,N_{\text{orbits}} .
\end{equation}
Operations conserve $k$, so the argument holds for each composition separately.

A placement is unchanged by $g$ if and only if all atoms in each cycle of $g$ are the same element. A cycle of length $m$ holds either no germanium or $m$ germanium atoms and contributes the factor $1+x^m$. The cycles are independent, so the factors multiply:
\begin{align}
F_{E}&=(1+x)^9, & F_{4}&=(1+x)(1+x^4)^2,\\
F_{2}&=(1+x)(1+x^2)^4, & F_{\sigma}&=(1+x)^3(1+x^2)^3 .
\end{align}
Averaging over the group gives $Z=(F_E+2F_4+F_2+4F_\sigma)/8$, which is Eq.~(\ref{eq:Z}) with the common factor $1+x$ taken out.

\subsection{Expansion}

The terms in the square bracket of Eq.~(\ref{eq:Z}) are, up to $x^4$,
\begin{align}
(1+x)^8&=1+8x+28x^2+56x^3+70x^4+\dots\\
2(1+x^4)^2&=2+4x^4+\dots\\
(1+x^2)^4&=1+4x^2+6x^4+\dots\\
4(1+x)^2(1+x^2)^3&=4+8x+16x^2+24x^3+24x^4+\dots
\end{align}
Their sum is $8+16x+48x^2+80x^3+104x^4+\dots$. Each term is unchanged when its coefficients are read backwards from $x^8$, so the upper half follows. Division by 8 gives $1,2,6,10,13,10,6,2,1$, the number of classes on the eight vertices other than the cap. The factor $1+x$ adds the choice of element at the cap, which no operation moves. Each final coefficient is therefore the sum of two neighbours in this list, for example $10+13=23$ for $k=4$. The symmetry between $k$ and $9-k$ expresses the exchange of the names Ge and Sn.

\subsection{Mirror images}

For separate counting of enantiomers the group is the four rotations, and
\begin{equation}
Z_{\rm rot}=\tfrac14(F_E+2F_4+F_2).
\end{equation}
A class of the full group stays one class under rotations if a rotation can superimpose a placement on its mirror image, and splits into two if not. With $a$ achiral classes and $p$ pairs, $N=a+p$ and $N_{\rm rot}=a+2p$, so $p=N_{\rm rot}-N$ and $a=2N-N_{\rm rot}$. Inserting the polynomials,
\begin{equation}
A(x)=2Z-Z_{\rm rot}=\tfrac14\left(F_E+2F_4+F_2+4F_\sigma\right)-\tfrac14\left(F_E+2F_4+F_2\right)=F_\sigma .
\end{equation}
The achiral classes are thus counted by $(1+x)^3(1+x^2)^3$, with coefficients $1,3,6,10,12,12,10,6,3,1$ and sum $2^6=64$.

\section{Algorithm}

Code a placement as a nine-bit integer, with bit $i$ equal to 1 if vertex $i$ carries Ge. The order of the bits is $c,u_0,\dots,u_3,l_0,\dots,l_3$.

\begin{verbatim}
function OPERATIONS(points):
    D = matrix of distances
    extend a partial map 0..i-1 -> images by each unused j
        with |D[i,a] - D[j,image[a]]| < tol for all a < i
    for each complete map:
        solve X M = X_permuted   (X: centred coordinates)
        det M = +1: rotation;  det M = -1: reflection
    return maps with determinants

function ORBITS(perms):
    unseen = {0, ..., 2^9 - 1}
    while unseen is not empty:
        start = min(unseen); orbit = {start}; stack = [start]
        while stack is not empty:
            p = pop(stack)
            for g in perms:
                q = g applied to the bits of p
                if q not in orbit: add q to orbit and stack
        remove orbit from unseen
        output (start, size of orbit, number of 1 bits)
\end{verbatim}

The smallest integer of an orbit serves as its name. To decide chirality, apply one reflection to the representative and see whether a rotation of the representative gives the same integer.

This route uses neither the cycle lengths nor Burnside's lemma. It was run on coordinates with square radii of 2.00 and 1.85~\AA, a layer gap of 2.10~\AA\ and a cap height of 1.70~\AA. The search found eight operations, four of them rotations. The explicit orbits agree with the coefficients of $Z$ and $Z_{\rm rot}$ for every $k$, with totals 102 and 140.

\paragraph{Cost.} Each placement meets each listed permutation once, so the work is $2^n n\,|{\rm perms}|$ bit moves and the memory is of order $2^n$. This assumes that the next start is found by a single upward sweep over an array of flags; searching the whole set for its minimum once per orbit, as written above, adds work of order $4^n/|G|$, which dominates for larger $n$. Here this means $512\times8=4096$ permutation steps. The two generators $r$ and $s_0$ would do with 1024, because the stack closes the orbit. For one composition, $2^n$ falls to $\binom nk$. Burnside's formula needs just the cycle lengths and remains cheap when $2^n$ is too large to list, but it returns no structures. For a third element, replace $1+x^m$ by $1+x^m+y^m$ and the bits by base-3 digits.

\paragraph{Stability.} Once the permutations are known, all arithmetic is on integers and nothing can drift. The sensitive step is the comparison of distances. A tolerance below the noise of the coordinates loses operations; the orbit search still gives the right count if the surviving operations generate the whole group, and too many classes if they do not; one above the real differences between distances can admit false operations and give too few.

\paragraph{Failure modes.}
\begin{itemize}
\item \emph{Relaxed coordinates of a mixed ion.} These have the symmetry of one placement, not of the skeleton. With no symmetry left, all 512 placements appear distinct.
\item \emph{An incomplete group in Burnside's formula.} Without one quarter turn the sum gives $(816-8)/7\approx115.4$, which is visibly wrong.
\item \emph{A wrong cycle type.} If the mirrors are given the cycles of the half turn, the result is $(512+16+32+128)/8=86$. This is an integer, so integrality is no proof of correctness; the comparison with explicit orbits exposes it.
\item \emph{Chirality read from orbit size.} Germanium on $u_0,u_2,l_0,l_2$ is fixed by the half turn, so its orbit has four members, like that of a placement with one mirror. Yet the mirrors that preserve the pair $u_0,u_2$ exchange $l_0,l_2$ with $l_1,l_3$, and those that preserve $l_0,l_2$ do the same to the $u$ pairs. No mirror fixes the placement, and it is chiral.
\end{itemize}

\section{Worked example}

\subsection{$\mathrm{Ge}_4\mathrm{Sn}_5^{4-}$}

There are $\binom94=126$ placements. The identity fixes 126, each quarter turn 2, the half turn 6 and each mirror 12. Therefore
\begin{align}
N&=\frac{126+2\cdot2+6+4\cdot12}{8}=\frac{184}{8}=23,\\
N_{\rm rot}&=\frac{126+2\cdot2+6}{4}=\frac{136}{4}=34 .
\end{align}
This gives $34-23=11$ enantiomer pairs and $23-11=12$ achiral classes. The explicit orbits show two achiral classes of size 1 (one square all germanium), ten achiral classes of size 4, one chiral class of size 4 (the case described above) and ten chiral classes of size 8. The sizes exhaust the placements: $2+40+4+80=126$.

If all placements had equal free energy (equal energy alone is not enough if their vibrations differ), orbit size divided by 126 would be the share of each class at equilibrium. A chiral class of size 8, both hands together, would have a share of $8/126\approx6\%$, and a fully germanium square $1/126\approx0.8\%$. Equal weights for the 23 classes would be wrong even in this ideal case.

\subsection{$\mathrm{Ge}_2\mathrm{Sn}_7^{4-}$}

The eight classes can be listed in full:
\begin{center}
\begin{tabular}{llll}
Ge sites & orbit size & chiral & Ge--Ge contact\\
$c,u_0$ & 4 & no & yes\\
$u_0,u_1$ & 4 & no & yes\\
$u_0,l_0$ & 8 & yes & yes\\
$l_0,l_1$ & 4 & no & yes\\
$u_0,u_2$ & 2 & no & no\\
$c,l_0$ & 4 & no & no\\
$u_2,l_0$ & 8 & yes & no\\
$l_0,l_2$ & 2 & no & no
\end{tabular}
\end{center}
The classes with a contact have sizes that add up to 20, the number of contacts in the skeleton, as they must. The other 16 placements complete $\binom92=36$. Two classes are chiral, so ten species remain if enantiomers are told apart.

\section{When the skeleton is not rigid}

\subsection{A different static skeleton}

Joining $l_0$ and $l_2$ across the open square turns the antiprism into a tricapped trigonal prism. Its triangles are $u_0u_1l_0$ and $u_3u_2l_2$, its heights $l_0l_2$, $u_1u_2$ and $u_0u_3$, and its caps $c$, $l_1$ and $l_3$. The twelve operations have these cycles: identity $1^9$; two threefold rotations $3^3$; three twofold rotations $1\cdot2^4$; four mirrors $1^3\cdot2^3$; two improper threefold rotations $3\cdot6$. Each cycle doubles the number of fixed placements, so
\begin{equation}
N_{\rm prism}=\frac{512+2\cdot8+3\cdot32+4\cdot64+2\cdot4}{12}=\frac{888}{12}=74 .
\end{equation}
The count falls from 102 to 74, and for $k=4$ from 23 to 16. Using the prism in place of the antiprism thus lowers the total by 27\% of the antiprism value.

\subsection{Exchange between skeletons}

The prism can return to an antiprism by opening any of its three heights. If it opens a height other than $l_0l_2$, the atoms occupy new sites. The threefold rotation
\begin{equation}
t=(c\;l_1\;l_3)(u_1\;l_0\;u_0)(u_2\;l_2\;u_3)
\end{equation}
shows the effect: the cap position passes to atoms of the former open square. Repeated steps generate every permutation that can be built from the rotations of both skeletons. All these rotations are even permutations, and the group they generate has order $181\,440=9!/2$. It is therefore the group of all even permutations of nine objects.

This group joins all placements of a given composition. Some permutation carries any set of $k$ sites into any other. If it is odd, combine it with an exchange of two atoms of the same element, which changes nothing visible; such a pair exists because nine atoms are shared between two elements. One species per composition remains, 10 in all, and enantiomers merge as well. This holds if all the steps are open in the mixed ion. If some are blocked, one species may still remain, or a composition may split into several.

\subsection{Time scale and site preference}

For one exchange channel with free-energy barrier $B$ and unit transmission, the Eyring equation gives the lifetime
\begin{equation}
\tau=\frac{h}{k_{\rm B}T}\,e^{B/k_{\rm B}T}
\quad\Longrightarrow\quad
B=k_{\rm B}T\ln\frac{k_{\rm B}T\,\tau}{h}.
\end{equation}
At 298.15~K, $k_{\rm B}T=0.0257$~eV. A trial barrier of 0.10~eV gives $\tau\approx8\times10^{-12}$~s. A lifetime of one hour needs $B\approx0.97$~eV. An antiprism has four exits to new cages: two diagonals of the open square can close, and each resulting prism has two other heights to open. If these act as equal, independent channels, the cage lasts a quarter as long, and one hour needs about 0.04~eV more. The factor is a bound for this model rather than a rule. Some exits lead back to the same isomer: in $\mathrm{GeSn}_8^{4-}$, four, three and two of the four exits change the class for germanium at the cap, the open square and the capped square. If the prism is instead an intermediate that opens its three heights equally often, the cage lasts $3/4$ of the time for closing one diagonal. With barriers of about 1~eV the rigid count therefore lists isomers that last for roughly an hour to a few hours at 298~K; far below that, it lists short-lived structures.

Energies also alter the statistical weights. In $\mathrm{GeSn}_8^{4-}$ let germanium at the cap have free energy $\varepsilon$ relative to the eight other sites, taken as equal. The Boltzmann weight of the cap is $e^{-\varepsilon/k_{\rm B}T}$ and that of the rest is 8, so
\begin{equation}
P_c=\frac{e^{-\varepsilon/k_{\rm B}T}}{e^{-\varepsilon/k_{\rm B}T}+8}=\frac1{1+8e^{\varepsilon/k_{\rm B}T}} .
\end{equation}
For $\varepsilon=0$ this is $1/9\approx0.11$. Trial values of $-0.05$ and $+0.05$~eV give 0.47 and 0.02. An energy difference of 0.05~eV, about two thermal units, changes the weight of the cap by a factor of about 7. This is comparable with the 8:1 ratio of the site numbers, while the number of classes stays at three.

\subsection{Comparison with real ions}

The model skeleton has contacts of 2.57 to 2.83~\AA, roughly the range of $\mathrm{Ge}_9$ clusters; tin-rich clusters are larger by some tenths of an \aa ngstr\"om. This does not affect the count, which depends on symmetry alone. The barrier and site energies above are trial values, not properties of these ions. The assumption most at risk is rigidity. In solution, $\mathrm{Sn}_9^{4-}$ shows a single tin environment in NMR, which indicates exchange of all sites that is fast on that time scale. If mixed ions behave alike, the 102 classes reduce to 10 observable species, one per composition. In a crystal, the surroundings may hold the cluster in place but can also lower its site symmetry. If no symmetry is left, orientations of one isomer become inequivalent and the count for each composition rises to $\binom9k$. The numerical output below gives the full table by composition.

\section*{Computed results}
\begin{verbatim}
skeleton radii upper, lower: 2.00, 1.85 angstrom
layer gap, cap height: 2.10, 1.70 angstrom
antiprism contacts: 20, lengths 2.57 to 2.83 angstrom
operations: 8, of which rotations: 4
operation | number | cycle lengths | fixed, all k | fixed, k=4
identity | 1 | (1, 1, 1, 1, 1, 1, 1, 1, 1) | 512 | 126
quarter turn | 2 | (1, 4, 4) | 8 | 2
half turn | 1 | (1, 2, 2, 2, 2) | 32 | 6
mirror | 4 | (1, 1, 1, 2, 2, 2) | 64 | 12
Burnside sums all k: C4v 816/8 = 102, C4 560/4 = 140
Burnside sums k=4: C4v 184/8 = 23, C4 136/4 = 34
k Ge | placements | C4v classes | C4 classes | pairs | achiral
0 | 1 | 1 | 1 | 0 | 1
1 | 9 | 3 | 3 | 0 | 3
2 | 36 | 8 | 10 | 2 | 6
3 | 84 | 16 | 22 | 6 | 10
4 | 126 | 23 | 34 | 11 | 12
5 | 126 | 23 | 34 | 11 | 12
6 | 84 | 16 | 22 | 6 | 10
7 | 36 | 8 | 10 | 2 | 6
8 | 9 | 3 | 3 | 0 | 3
9 | 1 | 1 | 1 | 0 | 1
totals | 512 | 102 | 140 | 38 | 64
strictly mixed ions: C4v 100, C4 138
Ge4Sn5 classes: orbit size | chiral | number of classes
1 | no | 2
4 | no | 10
4 | yes | 1
8 | yes | 10
Ge2Sn7 classes: code | Ge sites | orbit size | chiral
3 | c,u0 | 4 | no
6 | u0,u1 | 4 | no
10 | u0,u2 | 2 | no
33 | c,l0 | 4 | no
34 | u0,l0 | 8 | yes
40 | u2,l0 | 8 | yes
96 | l0,l1 | 4 | no
160 | l0,l2 | 2 | no
tricapped prism classes, k=0..9: [1, 2, 6, 12, 16, 16, 12, 6, 2, 1], total 74
order of group generated by skeletal exchange: 181440
classes left after full exchange: 10
temperature: 298.15 K, thermal energy: 0.02569 eV
lifetime for barrier 0.10 eV: 7.89e-12 s
barrier for lifetime 3600 s: 0.967 eV
GeSn8 cap fraction, cap energy -0.05 eV: 0.467
GeSn8 cap fraction, cap energy +0.00 eV: 0.111
GeSn8 cap fraction, cap energy +0.05 eV: 0.018
\end{verbatim}
